\section*{Locating the N–H Stretch Overtone and Its Loss in Nitride Waveguides}

\section*{Question}

I am trying to decide whether residual N--H bonds in a silicon nitride waveguide will hurt me near 1550 nm. For the N--H stretch I was told to use a Morse oscillator with fundamental $\nu_{01}=3350\ \mathrm{cm^{-1}}$ and anharmonicity $W=\omega_e x_e=75\ \mathrm{cm^{-1}}$.

If I double the fundamental, I get $6700\ \mathrm{cm^{-1}}$, or 1492.5 nm. If I put 3350 into the Morse level formula as $\omega_e$, I get $2(3350)-6(75)=6250\ \mathrm{cm^{-1}}$, or 1600 nm. These lie on opposite sides of the C band (1530--1565 nm), so I cannot tell whether I have a problem. Which is right, does the reduced mass matter, and how do I get from a line position to a loss in dB/m?

For a definite case, take an N--H density of $10^{21}\ \mathrm{cm^{-3}}$, a full linewidth at half maximum of $150\ \mathrm{cm^{-1}}$, and a 400 nm thick slab core of index 2.00 between claddings of index 1.45.

\section*{Answer}

Neither number is right. The first ignores anharmonicity; the second subtracts part of it twice, because the fundamental is already lower than $\omega_e$. The levels settle the position. The loss needs further information, which I add step by step.

\subsection*{The levels}

I use atomic units ($\hbar=m_e=e=1$) for the oscillator. Let $x$ be the bond extension, $m$ the reduced mass, and
\begin{equation}
V(x)=D(1-e^{-ax})^2,\qquad \lambda=\frac{\sqrt{2mD}}{a},\qquad z=2\lambda e^{-ax}.
\end{equation}
Since $d/dx=-az\,d/dz$, multiplying the Schr\"odinger equation by $2m/a^2$ gives
\begin{equation}
\left(z\frac{d}{dz}\right)^2\phi=\left(s^2-\lambda z+\frac{z^2}{4}\right)\phi,
\qquad s^2=\lambda^2-\frac{2mE}{a^2}.
\end{equation}
Put $\phi=z^s e^{-z/2}L(z)$. Applying $z\,d/dz$ twice produces
\[
z^2L''+z(2s+1-z)L'+\left(s^2-sz-\frac z2+\frac{z^2}{4}\right)L
\]
times $z^se^{-z/2}$. Equating this to the right side and dividing by $z$ leaves Laguerre's equation,
\begin{equation}
zL''+(2s+1-z)L'+(\lambda-s-\tfrac12)L=0.
\end{equation}
Unless the series for $L$ terminates it grows like $e^z$, and $\phi$ is not normalizable on the repulsive side. Termination at degree $v$ requires $s=\lambda-\frac12-v$; decay at large $x$ requires $s>0$. Therefore
\begin{equation}
E_v=\frac{a^2}{2m}\left[2\lambda(v+\tfrac12)-(v+\tfrac12)^2\right]
=\omega_e(v+\tfrac12)-W(v+\tfrac12)^2,
\end{equation}
with $W=a^2/(2m)$ and $\omega_e=2\lambda W$. The differences from $v=0$ are
\begin{align}
\nu_{01}&=\omega_e-W\left(\tfrac94-\tfrac14\right)=\omega_e-2W,\\
\nu_{02}&=2\omega_e-W\left(\tfrac{25}{4}-\tfrac14\right)=2\omega_e-6W.
\end{align}
Eliminating $\omega_e=\nu_{01}+2W$ gives
\begin{equation}
\boxed{\nu_{02}=2\nu_{01}-2W.}
\end{equation}
Your data give $\omega_e=3500\ \mathrm{cm^{-1}}$ and $\nu_{02}=6700-150=6550\ \mathrm{cm^{-1}}$, a vacuum wavelength of $10^7/6550=1526.7$ nm. The centre is in the S band (1460--1530 nm), about 3 nm short of the C band. That margin is fragile: raising $W$ by $10\ \mathrm{cm^{-1}}$ moves the centre 4.7 nm to longer wavelength, into the C band.

The mass has dropped out because both spectral inputs are held fixed. Diagonalizing the Hamiltonian on a grid gives the same overtone when $m$ is doubled and $D$ and $a$ are rebuilt from those inputs. Replacing hydrogen by deuterium in an unchanged potential is a different operation: $\omega_e\propto m^{-1/2}$ and $W\propto m^{-1}$, so both inputs change.

\subsection*{Why the overtone absorbs}

A harmonic oscillator with a dipole linear in $x$ has no $0\to2$ transition. The Morse oscillator does. Define $N=\lambda-\frac12$. The unnormalized states are
\[
\phi_v=z^{N-v}e^{-z/2}L_v^{(2N-2v)}(z),
\]
where $L_0=1$, $L_1^{(\alpha)}=\alpha+1-z$ and $L_2^{(\alpha)}=\frac12(\alpha+1)(\alpha+2)-(\alpha+2)z+\frac12z^2$.

For the norms, $J_v=\int\phi_v^2dx$, set $\alpha=2N-2v$ and use $dx\to dz/(az)$. In one factor of $L_v^2$, separate the constant $L_v(0)$. The remainder is $z$ times a polynomial of degree $v-1$, and its integral vanishes by Laguerre orthogonality with weight $z^\alpha e^{-z}$. For $v=1,2$, direct integration gives $\int_0^\infty z^{\alpha-1}e^{-z}L_v^{(\alpha)}dz=\Gamma(\alpha)$. Thus
\begin{align}
J_0&=\frac{\Gamma(2N)}a,\qquad
J_1=\frac{(2N-1)\Gamma(2N-2)}a,\\
J_2&=\frac{(2N-3)(2N-2)\Gamma(2N-4)}{2a}.
\end{align}

Now write $x=(\ln2\lambda-\ln z)/a$. The constant drops out between orthogonal states. Integrals with $\ln z$ follow from $\int_0^\infty z^{t-1}e^{-z}\ln z\,dz=\Gamma'(t)$ and $\Gamma'(t+1)=t\Gamma'(t)+\Gamma(t)$. For $0\to1$, with $t=2N-1$,
\begin{equation}
x_{01}=-\frac{t\Gamma'(t)-\Gamma'(t+1)}{a^2\sqrt{J_0J_1}}
=\frac{\Gamma(2N-1)}{a^2\sqrt{J_0J_1}}.
\end{equation}
For $0\to2$, with $t=2N-2$, the integral is
\begin{align}
I_1&=\tfrac12t(t-1)\Gamma'(t)-t\Gamma'(t+1)+\tfrac12\Gamma'(t+2)\nonumber\\
&=\left[\tfrac12t(t-1)-t^2+\tfrac12t(t+1)\right]\Gamma'(t)
+\left[-t+\tfrac12(2t+1)\right]\Gamma(t)=\tfrac12\Gamma(t),
\end{align}
so $x_{02}=-I_1/(a^2\sqrt{J_0J_2})$. Squaring and reducing the gamma functions gives
\begin{equation}
x_{01}^2=\frac{2(N-1)}{a^2(2N-1)^2},\qquad
x_{02}^2=\frac{N-2}{a^2(2N-1)(2N-2)^2}.
\end{equation}
The second formula needs $N>2$, so that $v=2$ is bound. For large $N$ the ratio $x_{02}^2/x_{01}^2$ tends to $1/(4N)\simeq W/(2\omega_e)$, which vanishes in the harmonic limit as it should.

Here $\lambda=3500/150=23.33$ and $N=22.83$. The mass now matters, through $a=\sqrt{2mW}$. An isolated N--H pair has $m=1713.8$ electron masses, hence $a=1.082\ \mathrm{bohr^{-1}}$ and $x_{02}^2=2.088\times10^{-4}\ \mathrm{bohr^2}$. The ratio to $x_{01}^2$ is 0.0112. Integrated absorption carries another factor of frequency, so the overtone has $0.0112(6550/3350)=0.022$ of the fundamental's strength for a linear dipole.

\subsection*{What the levels cannot tell you}

The dipole need not be linear. Take $\mu(x)=\mu_0+qx+\frac12kx^2$. In $x^2=(\ln2\lambda-\ln z)^2/a^2$ the constant term again drops out. The integral with $\ln^2z$ uses $\Gamma''(t+1)=t\Gamma''(t)+2\Gamma'(t)$. The $\Gamma''(t)$ terms cancel as the $\Gamma'(t)$ terms did above, leaving
\begin{align}
I_2&=[-2t+(2t+1)]\Gamma'(t)+\Gamma(t)=\Gamma(t)[\psi(t)+1],\\
\frac{(x^2)_{02}}{x_{02}}&=\frac{I_2-2I_1\ln2\lambda}{-aI_1}
=-\frac{2B}{a},\qquad B=\psi(2N-2)+1-\ln2\lambda,
\end{align}
where $\psi=\Gamma'/\Gamma$. Hence
\begin{equation}
\mu_{02}=q x_{02}\left(1-\frac{kB}{qa}\right).
\end{equation}
I choose $q=0.2\,e$ as a round model value, not a fitted one. Every loss below scales as $q^2$, so $q=0.4\,e$ would multiply it by four. For a real film, the measured area of the fundamental per bond fixes $q$, and it may well call for a larger value than this one. With $B=0.922$, a curvature $k=0.235\ e/\mathrm{bohr}$ would extinguish the line without moving it. At $k=+0.1$ and $-0.1\ e/\mathrm{bohr}$ the strength is multiplied by 0.33 and 2.03; these two values are illustrations and do not bound the curvature of a real N--H bond. I use $k=0$ below, but a measured overtone strength is better than this assumption.

\subsection*{From transition dipole to attenuation}

Assume independent, randomly oriented bonds in $v=0$ and a weak field $E_0\cos\omega t$. Let $g(\omega)$ be the line shape normalized over angular frequency. The golden rule, with the orientation average $1/3$, gives the rate per bond
\begin{equation}
R=\frac{2\pi}{3}\left(\frac{\mu_{02}E_0}{2}\right)^2g(\omega)
=\frac{\pi}{6}\mu_{02}^2E_0^2g(\omega).
\end{equation}
For bond density $\rho$, the absorbed power per volume is $\rho\omega R$. The energy flux in a medium of index $n$ is $ncE_0^2/(8\pi)$. Their ratio is the power attenuation coefficient,
\begin{equation}
\alpha=\frac{4\pi^2\rho\,\omega\,\mu_{02}^2g(\omega)}{3nc}.
\end{equation}
Local-field effects are included in the effective charge $q$. As a separate test, a damped oscillator placed in the complex dielectric constant gives the same attenuation within 1\% at line centre and at 1530, 1550 and 1565 nm.

For a Lorentzian of full width $w$, the centre has $\omega g=2\nu_{02}/(\pi w)=2(6550)/(150\pi)=27.8$; the units cancel. With $\rho=1.482\times10^{-4}\ \mathrm{bohr^{-3}}$, $\mu_{02}^2=0.2^2x_{02}^2=8.353\times10^{-6}$ and $c=137.04$,
\begin{equation}
\alpha_0=\frac{4\pi^2(1.482\times10^{-4})(8.353\times10^{-6})(27.8)}{3(2.00)(137.04)}
=1.65\times10^{-9}\ \mathrm{bohr^{-1}}.
\end{equation}
Conversion to inverse metres and multiplication by $10\log_{10}e$ give 136 dB/m.

At 1550 nm the wavenumber is $6451.6\ \mathrm{cm^{-1}}$, which is $98.4\ \mathrm{cm^{-1}}$ below the centre. The Lorentzian factor is $[1+(98.4/75)^2]^{-1}=0.367$, and the frequency factor is $6451.6/6550=0.985$. The bulk loss is therefore 49 dB/m.

\subsection*{From bulk material to guided mode}

Let $y$ be the coordinate across the slab. A TE mode obeys $E''+k_0^2n^2(y)E=\beta^2E$, with $\beta=k_0n_{\rm eff}$. If only the core index changes, by a small $\delta n$, first-order perturbation theory gives
\begin{equation}
2\beta\,\delta\beta=2k_0^2n_{\rm core}\,\delta n\,f,\qquad
f=\frac{\int_{\rm core}|E|^2dy}{\int|E|^2dy}.
\end{equation}
Absorption means $\operatorname{Im}\delta n=\alpha/(2k_0)$, while modal power decays at the rate $2\operatorname{Im}\delta\beta$. Thus
\begin{equation}
\alpha_{\rm mode}=\Gamma_{\rm m}\alpha,\qquad
\Gamma_{\rm m}=\frac{n_{\rm core}}{n_{\rm eff}}f.
\end{equation}
For a TE mode the power density is proportional to $\beta|E|^2$, so $f$ is also the core's share of the guided power. The index ratio appears because, for the same field amplitude, the mode carries a flux proportional to $n_{\rm eff}$, while a plane wave in the bulk core carries one proportional to $n_{\rm core}$.

For the lowest even mode, $E=\cos\kappa y$ in the core of half-thickness $h$ and decays as $e^{-\gamma(|y|-h)}$ outside. Continuity of $E$ and $E'$ gives $\kappa\tan\kappa h=\gamma$, where $\kappa=k_0\sqrt{n_{\rm core}^2-n_{\rm eff}^2}$ and $\gamma=k_0\sqrt{n_{\rm eff}^2-n_{\rm clad}^2}$. Integrating over one half of the slab,
\begin{equation}
f=\frac{A}{A+\cos^2(\kappa h)/(2\gamma)},\qquad
A=\frac h2+\frac{\sin2\kappa h}{4\kappa}.
\end{equation}
At 1550 nm the solution is $n_{\rm eff}=1.748$ and $f=0.722$, so $\Gamma_{\rm m}=(2.00/1.748)(0.722)=0.826$. The mode loss is $0.826\times49.1=41$ dB/m. Solving the slab equation with a complex core index confirms this confinement factor.

\subsection*{Is it a problem?}

In this model, yes, for long C-band paths. The loss falls from 109 dB/m at 1530 nm to 41 at 1550 nm and 20 at 1565 nm. A 1 cm path at 1550 nm loses about 0.4 dB, but a 1 m delay line loses 41 dB. Since $\alpha\propto\rho$, reaching 1 dB/m at 1550 nm requires an N--H density near $10^{21}/40.6=2.5\times10^{19}\ \mathrm{cm^{-3}}$, with all other inputs unchanged; this limit scales as $1/\mu_{02}^2$ and is only as good as the assumed $q$ and $k$.

The C-band share of the Lorentzian area follows by integrating between $\nu_-=6389.8$ and $\nu_+=6535.9\ \mathrm{cm^{-1}}$:
\begin{equation}
F=\frac1\pi\left[\arctan\frac{2(\nu_+-\nu_{02})}{w}
-\arctan\frac{2(\nu_--\nu_{02})}{w}\right]=0.30.
\end{equation}
A Gaussian with the same area and full width puts 0.41 of its area there and gives 49 instead of 41 dB/m at 1550 nm. At 1550 nm that change is smaller than those from the dipole curvatures tried above, but the two shapes separate farther out: at 1565 nm the ratio of Gaussian to Lorentzian loss is $\sqrt{\pi\ln2}\,e^{-4\ln2\,(160.2/150)^2}[1+(160.2/75)^2]\simeq0.35$.

The O band (1260--1360 nm) is much better separated. Its nearest edge is $803\ \mathrm{cm^{-1}}$ from the overtone centre, or 10.7 half-widths. I would not turn a Lorentzian tail into a loss there. If the fundamental had the same width and its Lorentzian were also taken literally, its tail at that edge would exceed the overtone's by a factor of about $(1/0.0112)(803/4003)^2=3.6$. Such distant tails need measurement. The same extrapolation would add roughly 14\% to the overtone loss at 1550 nm (and about 30\% at 1565 nm), which is one reason not to read 41 dB/m as a precise prediction.

The estimate covers this one line. Scattering, Si--H absorption, the O--H overtone of an oxide cladding (just beyond the long-wavelength edge of the O band), combination bands, asymmetric broadening by hydrogen bonding and material dispersion are left out. The Morse form is itself an assumption: a cubic term in $v+\frac12$ would shift the overtone. For a real film, measure the position, width and area of the overtone, then apply a confinement factor computed for your waveguide's cross-section and polarization. The value 0.826 is only for the TE slab mode with N--H bonds in the core; a TM mode has a different factor, and N--H bonds in the cladding add a separate loss. The remaining values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Input fundamental: 3350 cm^-1
Input anharmonicity W: 75 cm^-1
Harmonic wavenumber: 3500 cm^-1
First overtone: 6550 cm^-1
First overtone vacuum wavelength: 1526.72 nm
Twice fundamental: 6700 cm^-1
Wavelength from twice fundamental: 1492.54 nm
Overtone if nu01 is mistaken for omega_e: 6250 cm^-1
Wavelength from that mistake: 1600.00 nm
Shift for W increased by 10 cm^-1: 4.68 nm
Grid first overtone: 6550.0000 cm^-1
Grid overtone, doubled mass: 6550.0000 cm^-1
Input N mass: 14.003074 u
Input H mass: 1.007825 u
Reduced mass: 1713.807 electron masses
Morse depth D: 0.186050 hartree
Morse range a: 1.082267 bohr^-1
Morse lambda: 23.333333 (dimensionless)
Morse N: 22.833333 (dimensionless)
x01 squared: 1.868590e-02 bohr^2
x02 squared: 2.088364e-04 bohr^2
x02^2/x01^2: 0.011176 (dimensionless)
Integrated overtone/fundamental absorption: 0.02185
Input effective charge: 0.20 e
Dipole-curvature bracket: 0.922061 (dimensionless)
Cancelling curvature k: 0.2347 e/bohr
Strength factor at k=+0.1 e/bohr: 0.3295
Strength factor at k=-0.1 e/bohr: 2.0334
Input full width at half maximum: 150 cm^-1
C-band long-wavelength edge: 6389.78 cm^-1
C-band short-wavelength edge: 6535.95 cm^-1
Lorentzian area in C band: 30.17 percent
Gaussian area in C band: 40.68 percent
O-band nearest edge: 7352.94 cm^-1
O-edge detuning: 802.94 cm^-1
O-edge detuning: 10.71 half-widths
Input N-H density: 1.00e+21 cm^-3
N-H density: 1.481847e-04 bohr^-3
Transition dipole squared: 8.353458e-06 e^2 bohr^2
Bulk absorption at line centre: 135.60 dB/m
Bulk absorption at 1550 nm: 49.09 dB/m
Input core and cladding indices: 2.00, 1.45
Input core thickness: 400 nm
Effective index at 1550 nm: 1.748083 (dimensionless)
Core field fraction at 1550 nm: 0.722252
Confinement Gamma at 1550 nm: 0.826336
Gamma from complex slab root: 0.826336
Mode loss at line centre: 112.80 dB/m
Mode loss at 1530 nm: 108.64 dB/m
Mode loss at 1550 nm: 40.56 dB/m
Mode loss at 1565 nm: 19.56 dB/m
Gaussian mode loss at 1550 nm: 49.41 dB/m
N-H density for 1 dB/m at 1550 nm: 2.465e+19 cm^-3
\end{verbatim}
